**Radiative return: traces, factorization and angular acceptance**

The program examines $d\sigma/(dx\,d\cos\theta)=H(x,\theta)\,\sigma_0(s(1-x))$ for electron–positron annihilation into a hard photon and a system $X$. Here $s$ is the squared total energy, $x$ the photon energy divided by the beam energy, $\theta$ the photon angle in the centre-of-mass frame, and $\sigma_0$ the cross section without the photon; $W$ is $H$ integrated over a symmetric angular acceptance. Explicit Dirac matrices are used to assert the electron traces with full mass dependence. A complete muon-pair calculation, integrated over muon directions, asserts the factorization and the prefactor of $H$, with the flux and phase-space factors taken from the derivation; the largest relative error printed is $6.7\times10^{-16}$. The program also asserts that interference with emission from the muons cancels in the same sum. The closed forms of $H$ and $W$ are compared with the full-mass trace, using angular quadrature for $W$, and differ from it by at most about $10^{-6}$ in relative terms at the sampled points. For muon pairs at $q=10^9$ eV and $\sqrt s=10^{10}$ eV, the output shows that 13.6 percent of the photons fall between 20 and 160 degrees. All values are of lowest order and omit vacuum polarization, squared final-state emission, virtual corrections and further photons.

## Check in Python

```python
"""Radiative return: e- e+ -> photon + X, with X made by one virtual photon.

Result under test: d sigma/(dx dcos(theta)) = H(x,theta) sigma0(s(1-x)),
H = alpha/(pi x) * [(2-2x+x^2)/D - x^2/2
                    - 4(1-x)(mu^2/s)(1+beta^2 cos^2 theta)/D^2],
D = 1-beta^2 cos^2 theta, beta^2 = 1-4 mu^2/s.
W is H integrated over theta_min < theta < pi-theta_min.
s: squared total energy; x: photon energy over beam energy; theta: photon
angle in the centre-of-mass frame; mu: electron rest energy; q: invariant
energy of X; sigma0: cross section without the photon.
Matrix tests use mu=1 and hbar=c=1; the example uses atomic units.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

alpha = const.fine_structure
e2 = 4 * np.pi * alpha
metric = np.array([1.0, -1.0, -1.0, -1.0])

# Dirac matrices
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
gam = np.zeros((4, 4, 4), complex)
gam[0] = np.diag([1, 1, -1, -1])
for i in range(3):
    gam[i + 1, :2, 2:] = pauli[i]
    gam[i + 1, 2:, :2] = -pauli[i]
unit = np.eye(4)


def slash(p):
    return np.einsum('m,mij->ij', metric * p, gam)


def dot(p, r):
    return np.sum(metric * p * r)


def bar(matrices):
    return gam[0] @ np.conj(np.swapaxes(matrices, -1, -2)) @ gam[0]


def emission_numerators(p1, p2, k, m):
    """Indices: real photon, virtual photon, then two spinor indices."""
    first = np.zeros((4, 4, 4, 4), complex)
    second = np.zeros_like(first)
    for r in range(4):
        for v in range(4):
            first[r, v] = gam[v] @ (slash(p1 - k) + m * unit) @ gam[r]
            second[r, v] = gam[r] @ (slash(k - p2) + m * unit) @ gam[v]
    return first, second


def full_contraction(left, right, p1, p2, m):
    lhs = (slash(p2) - m * unit) @ left @ (slash(p1) + m * unit)
    traces = np.einsum('rvij,rvji->rv', lhs, bar(right))
    return np.einsum('r,v,rv->', metric, metric, traces).real


def trace_formula(a, b, q2, m):
    s = q2 + a + b
    return (8 * (a * a + b * b + 2 * s * q2) / (a * b)
            - 16 * m**2 * q2 * (1 / a**2 + 1 / b**2)
            + 32 * m**2 * (1 / a + 1 / b)
            - 32 * m**4 * (1 / a + 1 / b)**2)


def beams(s, m):
    energy = np.sqrt(s) / 2
    mom = np.sqrt(energy**2 - m**2)
    return (np.array([energy, 0, 0, mom]), np.array([energy, 0, 0, -mom]))


def boost(r, q):
    mass = np.sqrt(dot(q, q))
    rq = np.dot(r[1:], q[1:])
    time = (q[0] * r[0] + rq) / mass
    space = r[1:] + q[1:] * (rq / (mass * (mass + q[0])) + r[0] / mass)
    return np.concatenate(([time], space))


def muon_pairs(q, big_m):
    """Quadrature over directions in the pair rest frame; weights sum to 1."""
    energy = np.sqrt(dot(q, q)) / 2
    mom = np.sqrt(energy**2 - big_m**2)
    nodes, weights = np.polynomial.legendre.leggauss(4)
    for z, w in zip(nodes, weights):
        for phi in 2 * np.pi * np.arange(8) / 8:
            t = np.sqrt(1 - z * z)
            n = mom * np.array([t * np.cos(phi), t * np.sin(phi), z])
            r1 = boost(np.concatenate(([energy], n)), q)
            r2 = boost(np.concatenate(([energy], -n)), q)
            yield w / 16, r1, r2


def muon_average(lepton_tensor, q, big_m):
    total = 0.0
    for w, r1, r2 in muon_pairs(q, big_m):
        lhs = (slash(r1) + big_m * unit) @ gam @ (slash(r2) - big_m * unit)
        tensor = np.einsum('vij,wji->vw', lhs, gam)
        total += w * np.einsum('v,w,vw,vw->', metric, metric,
                               lepton_tensor, tensor).real
    return total


m, big_m = 1.0, 2.0
factor_error, interference_error = 0.0, 0.0
for s, x, angle in [(100.0, 0.35, 0.6), (150.0, 0.7, 1.2), (64.0, 0.5, 2.5)]:
    p1, p2 = beams(s, m)
    omega = x * np.sqrt(s) / 2
    k = omega * np.array([1, np.sin(angle), 0, np.cos(angle)])
    q = p1 + p2 - k
    q2 = dot(q, q)
    assert np.isclose(q2, s * (1 - x), rtol=1e-12)
    a, b = 2 * dot(p1, k), 2 * dot(p2, k)
    n1, n2 = emission_numerators(p1, p2, k, m)
    t11 = full_contraction(n1, n1, p1, p2, m)
    t22 = full_contraction(n2, n2, p1, p2, m)
    t12 = full_contraction(n1, n2, p1, p2, m)
    assert np.isclose(t11, 8*a*b - 16*m**2*(q2 - a) - 32*m**4, rtol=1e-10)
    assert np.isclose(t22, 8*a*b - 16*m**2*(q2 - b) - 32*m**4, rtol=1e-10)
    assert np.isclose(t12, 8*s*q2 + 8*m**2*(a + b) - 32*m**4, rtol=1e-10)
    amp = -n1 / a - n2 / b
    t_matrix = full_contraction(amp, amp, p1, p2, m)
    t_closed = trace_formula(a, b, q2, m)
    assert np.isclose(t_matrix, t_closed, rtol=1e-10)

    # Complete muon-pair rate with initial-state emission
    lhs = (slash(p2) - m * unit) @ amp @ (slash(p1) + m * unit)
    tensor = -np.einsum('r,rvij,rwji->vw', metric, lhs, bar(amp))
    beta, beta_q = np.sqrt(1 - 4*m*m/s), np.sqrt(1 - 4*m*m/q2)
    beta_m = np.sqrt(1 - 4 * big_m**2 / q2)
    pair_space = beta_m / (8 * np.pi)
    rate = (e2**3 / (8 * s * beta * q2**2) * s * x / (32 * np.pi**2)
            * pair_space * muon_average(tensor, q, big_m))

    # Rate without the photon, at the reduced energy
    b1, b2 = beams(q2, m)
    lhs = (slash(b2) - m * unit) @ gam @ (slash(b1) + m * unit)
    born_tensor = np.einsum('vij,wji->vw', lhs, gam)
    born_trace = -np.einsum('v,vv->', metric, born_tensor).real
    assert np.isclose(born_trace, 4 * (q2 + 2 * m**2), rtol=1e-11)
    born = (e2**2 / (8 * q2 * beta_q * q2**2) * pair_space
            * muon_average(born_tensor, b1 + b2, big_m))
    born_closed = (4 * np.pi * alpha**2 / (3 * q2) * beta_m
                   * (1 + 2*big_m**2/q2) * (1 + 2*m*m/q2) / beta_q)
    assert np.isclose(born, born_closed, rtol=1e-10)
    h_exact = (alpha * x * t_closed / (32 * np.pi * beta)
               * beta_q / (1 + 2 * m * m / q2))
    factor_error = max(factor_error, abs(rate / (h_exact * born) - 1))

    # Interference with emission from the muons
    p_lhs = (slash(p2) - m * unit) @ amp @ (slash(p1) + m * unit)
    electron = np.einsum('rvij,wji->rvw', p_lhs, gam)
    signed, size = 0.0, 0.0
    for w, r1, r2 in muon_pairs(q, big_m):
        final = np.zeros((4, 4, 4, 4), complex)
        s1 = slash(r1 + k) + big_m * unit
        s2 = -slash(r2 + k) + big_m * unit
        for r in range(4):
            for v in range(4):
                final[r, v] = (gam[r] @ s1 @ gam[v] / (2 * dot(r1, k))
                               + gam[v] @ s2 @ gam[r] / (2 * dot(r2, k)))
        lhs = (slash(r1) + big_m*unit) @ gam @ (slash(r2) - big_m*unit)
        muon = np.einsum('vij,rwji->rvw', lhs, bar(final))
        value = np.einsum('r,v,w,rvw,rvw->', metric, metric, metric,
                          electron, muon).real
        signed += w * value
        size += w * abs(value)
    assert size > 1e-3
    interference_error = max(interference_error, abs(signed) / size)
assert factor_error < 1e-9
assert interference_error < 1e-9

# Worked example in atomic units
hartree = const.physical_constants['Hartree energy in eV'][0]
bohr = const.physical_constants['Bohr radius'][0] * 1e10
mu = 1 / alpha**2
muon = mu * const.physical_constants['muon-electron mass ratio'][0]
root_s_ev, q_ev = 1.0e10, 1.0e9
s = (root_s_ev / hartree)**2
q2 = (q_ev / hartree)**2
x = 1 - q2 / s
beta = np.sqrt(1 - 4 * mu**2 / s)
log_s = np.log(s / mu**2)


def angular_denominator(theta):
    return np.sin(theta)**2 + 4 * mu**2 / s * np.cos(theta)**2


def h_formula(x, theta):
    c, d = np.cos(theta), angular_denominator(theta)
    return alpha / (np.pi * x) * (
        (2 - 2*x + x*x) / d - x*x / 2
        - 4 * (1 - x) * mu**2 / s * (1 + beta**2 * c*c) / d**2)


def w_formula(x, theta_min):
    c, d = np.cos(theta_min), angular_denominator(theta_min)
    log_term = np.log((1 + beta * c)**2 / d) / beta
    return alpha / (np.pi * x) * (
        (2 - 2*x + x*x) * log_term - x*x*c
        - 8 * (1 - x) * mu**2 / s * c / d)


def w_massless(x, theta_min):
    c = np.cos(theta_min)
    return alpha / (np.pi * x) * (
        (2 - 2*x + x*x) * np.log((1 + c) / (1 - c)) - x*x*c)


def h_exact_mass(x, minus, plus):
    """minus, plus: 1-beta cos(theta), 1+beta cos(theta)."""
    red = s * (1 - x)
    t = trace_formula(s*x*minus/2, s*x*plus/2, red, mu)
    return (alpha * x * t / (32 * np.pi * beta)
            * np.sqrt(1 - 4*mu**2/red) / (1 + 2*mu**2/red))


def w_quadrature(x, theta_min):
    c, d = np.cos(theta_min), angular_denominator(theta_min)
    end = 0.5 * np.log((1 + beta * c)**2 / d)

    def integrand(y):
        minus = 2 / (np.exp(2*y) + 1)
        plus = 2 / (np.exp(-2*y) + 1)
        return h_exact_mass(x, minus, plus) * minus * plus / beta
    return 2 * quad(integrand, 0, end, epsabs=1e-13, epsrel=1e-10)[0]


# Neglected terms are a few times mu^2/q^2, about 1e-6 at the lowest q here
worst_w, worst_h = 0.0, 0.0
for xt in (0.2, 0.5, x):
    for deg in (0.0, 0.005, 0.1, 20.0):
        th = np.radians(deg)
        worst_w = max(worst_w, abs(w_formula(xt, th)
                                   / w_quadrature(xt, th) - 1))
        plus = 1 + beta * np.cos(th)
        exact = h_exact_mass(xt, angular_denominator(th) / plus, plus)
        worst_h = max(worst_h, abs(h_formula(xt, th) / exact - 1))
    total = alpha / (np.pi * xt) * (2 - 2*xt + xt*xt) * (log_s - 1)
    assert np.isclose(total, w_quadrature(xt, 0.0), rtol=5e-6)
assert worst_w < 5e-6 and worst_h < 5e-6
cut = np.radians(20.0)
assert np.isclose(w_massless(x, cut), w_quadrature(x, cut), rtol=5e-6)
tiny = np.radians(0.005)
assert abs(w_massless(x, tiny) / w_quadrature(x, tiny) - 1) > 0.01


def sigma_muon(q2):
    return (4 * np.pi / (3 * q2) * np.sqrt(1 - 4*muon**2/q2)
            * (1 + 2 * muon**2 / q2))


def spectrum(q, theta_min):
    return 2*q/s * w_formula(1 - q*q/s, theta_min) * sigma_muon(q*q)


sigma_a2 = sigma_muon(q2) * bohr**2
hbar_c = const.hbar * const.c / const.e * 1e10
muon_ev = muon * hartree
sigma_si = (4*np.pi*alpha**2*hbar_c**2/(3*q_ev**2)
            * np.sqrt(1 - 4*muon_ev**2/q_ev**2)
            * (1 + 2*muon_ev**2/q_ev**2))
assert np.isclose(sigma_a2, sigma_si, rtol=1e-7)
low_ev, high_ev = 0.5e9, 1.5e9
limits = (low_ev / hartree, high_ev / hartree)
band_all = quad(spectrum, *limits, args=(0.0,), epsabs=0)[0] * bohr**2
band_cut = quad(spectrum, *limits, args=(cut,), epsabs=0)[0] * bohr**2
# Same band integrated in x with the exact-mass angular integral
x_low, x_high = 1 - limits[1]**2/s, 1 - limits[0]**2/s
nodes, weights = np.polynomial.legendre.leggauss(24)
xs = (x_high + x_low)/2 + (x_high - x_low)/2 * nodes
band_x = (x_high - x_low)/2 * bohr**2 * sum(
    w * w_quadrature(v, cut) * sigma_muon(s*(1-v))
    for v, w in zip(xs, weights))
assert np.isclose(band_x, band_cut, rtol=1e-5)

w_all, w_cut = w_formula(x, 0.0), w_formula(x, cut)
print(f"total energy sqrt(s) = {root_s_ev:.3e} eV")
print(f"invariant energy q = {q_ev:.3e} eV")
print(f"electron rest energy = {mu*hartree:.6e} eV")
print(f"muon rest energy = {muon_ev:.6e} eV")
print(f"photon fraction x = {x:.6f} (dimensionless)")
print(f"photon energy = {x*root_s_ev/2:.6e} eV")
print(f"L = ln(s/mu^2) = {log_s:.6f} (dimensionless)")
print(f"collinear angle 2mu/sqrt(s) = "
      f"{np.degrees(2*mu/np.sqrt(s)):.6f} degree")
print(f"mu^2/q^2 = {mu**2/q2:.3e} (dimensionless)")
for deg in (0.0, 0.005, 0.1, 1.0, 20.0, 45.0):
    value = w_formula(x, np.radians(deg))
    print(f"cut {deg:g} degree: W = {value:.6e}, "
          f"accepted fraction = {value/w_all:.5f} (dimensionless)")
print(f"massless W, cut 0.005 degree = {w_massless(x,tiny):.6e} "
      "(dimensionless)")
print(f"massless W, cut 20 degree = {w_massless(x,cut):.6e} "
      "(dimensionless)")
print(f"H at 90 degree = {h_formula(x,np.pi/2):.6e} (dimensionless)")
print(f"H at 20 degree = {h_formula(x,cut):.6e} (dimensionless)")
print(f"sigma0 at q = {sigma_a2:.6e} angstrom^2")
print(f"sigma0 at q = {sigma_muon(q2):.6e} bohr^2")
print(f"dsigma/dx, all angles = {w_all*sigma_a2:.6e} angstrom^2")
print(f"dsigma/dx, 20 degree cut = {w_cut*sigma_a2:.6e} angstrom^2")
dq_cut = spectrum(np.sqrt(q2), cut) * bohr**2 / hartree
print(f"dsigma/dq, 20 degree cut = {dq_cut:.6e} angstrom^2/eV")
print(f"band limits in q = {low_ev:.2e} to {high_ev:.2e} eV")
print(f"band cross section, all angles = {band_all:.6e} angstrom^2")
print(f"band cross section, 20 degree cut = {band_cut:.6e} angstrom^2")
print(f"band accepted fraction = {band_cut/band_all:.5f} (dimensionless)")
print(f"largest factorization error = {factor_error:.1e} (relative)")
print(f"interference left after sum = {interference_error:.1e} (relative)")
print(f"largest W formula error = {worst_w:.1e} (relative)")
print(f"largest H formula error = {worst_h:.1e} (relative)")
print("OK")
```

Printed output:

```
total energy sqrt(s) = 1.000e+10 eV
invariant energy q = 1.000e+09 eV
electron rest energy = 5.109990e+05 eV
muon rest energy = 1.056584e+08 eV
photon fraction x = 0.990000 (dimensionless)
photon energy = 4.950000e+09 eV
L = ln(s/mu^2) = 19.763456 (dimensionless)
collinear angle 2mu/sqrt(s) = 0.005856 degree
mu^2/q^2 = 2.611e-07 (dimensionless)
cut 0 degree: W = 4.402877e-02, accepted fraction = 1.00000 (dimensionless)
cut 0.005 degree: W = 4.276358e-02, accepted fraction = 0.97126 (dimensionless)
cut 0.1 degree: W = 3.074976e-02, accepted fraction = 0.69840 (dimensionless)
cut 1 degree: W = 1.995199e-02, accepted fraction = 0.45316 (dimensionless)
cut 20 degree: W = 5.983453e-03, accepted fraction = 0.13590 (dimensionless)
cut 45 degree: W = 2.510259e-03, accepted fraction = 0.05701 (dimensionless)
massless W, cut 0.005 degree = 4.481702e-02 (dimensionless)
massless W, cut 20 degree = 5.983453e-03 (dimensionless)
H at 90 degree = 1.196721e-03 (dimensionless)
H at 20 degree = 1.890971e-02 (dimensionless)
sigma0 at q = 8.678854e-16 angstrom^2
sigma0 at q = 3.099275e-15 bohr^2
dsigma/dx, all angles = 3.821192e-17 angstrom^2
dsigma/dx, 20 degree cut = 5.192951e-18 angstrom^2
dsigma/dq, 20 degree cut = 1.038590e-28 angstrom^2/eV
band limits in q = 5.00e+08 to 1.50e+09 eV
band cross section, all angles = 8.371729e-19 angstrom^2
band cross section, 20 degree cut = 1.136992e-19 angstrom^2
band accepted fraction = 0.13581 (dimensionless)
largest factorization error = 6.7e-16 (relative)
interference left after sum = 1.1e-16 (relative)
largest W formula error = 1.0e-06 (relative)
largest H formula error = 1.0e-06 (relative)
OK
```
